# Vibronic levels and reduction factors of a Jahn–Teller doublet: verification in Python

```python
# Linear E x e Jahn-Teller problem (Hartree atomic units, energies in omega unless stated).
#   H/omega = (P^2+Q^2)/2 + k (Qx sz + Qy sx),  k = F/sqrt(M omega^3),  Q = rho(cos phi, sin phi)
# Under test: sheets rho^2/2 +- k rho; Berry phase pi; J = L + sy/2 conserved, half-odd;
# ground doublet j = +-1/2; Ham factors p (of sy) and q (of sz, sx) with q = (1+p)/2 for
# j = +-1/2, q = 0 for |j| >= 3/2; weak and strong coupling series; the relation fails for
# quadratic coupling g[(Qx^2-Qy^2) sz - 2 Qx Qy sx] and for modes of unequal frequency.
# A, B: weights of the sy = +1 and sy = -1 components of the j > 0 state.
import itertools
import numpy as np
import sympy as sym
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize
from scipy.constants import physical_constants as pc

sx = np.array([[0., 1.], [1., 0.]]); sz = np.diag([1., -1.])
sy = np.array([[0, -1j], [1j, 0]])
rng = np.random.default_rng(1)

def cartesian(freqs, ks, N, g=0.0, nlev=1):
    """H in products of Cartesian oscillators, total quanta <= N, split by reflection R."""
    nm = 2 * len(freqs)
    states = [s for s in itertools.product(range(N + 2), repeat=nm) if sum(s) <= N + 1]
    index = {s: i for i, s in enumerate(states)}
    x, d = [], []                                   # momentum is -i d
    for i in range(nm):
        rows, cols, vals = [], [], []
        for s in states:
            if s[i] > 0:
                rows.append(index[s[:i] + (s[i] - 1,) + s[i + 1:]])
                cols.append(index[s]); vals.append(np.sqrt(s[i]))
        a = sp.csr_matrix((vals, (rows, cols)), shape=(len(states),) * 2)
        x.append((a + a.T) / np.sqrt(2)); d.append((a - a.T) / np.sqrt(2))
    keep = np.array([i for i, s in enumerate(states) if sum(s) <= N])
    cut = lambda mat: sp.csr_matrix(mat)[keep][:, keep]
    h0 = 0 * x[0]; L = 0j * x[0]
    Vz = g * freqs[0] * (x[0] @ x[0] - x[1] @ x[1]); Vx = -2 * g * freqs[0] * (x[0] @ x[1])
    for i, (w, k) in enumerate(zip(freqs, ks)):
        X, Y, DX, DY = x[2 * i], x[2 * i + 1], d[2 * i], d[2 * i + 1]
        h0 = h0 + 0.5 * w * (X @ X + Y @ Y - DX @ DX - DY @ DY)
        Vz = Vz + k * w * X; Vx = Vx + k * w * Y
        L = L - 1j * (X @ DY - Y @ DX)
    one = sp.identity(len(keep))
    H = (sp.kron(np.eye(2), cut(h0)) + sp.kron(sz, cut(Vz)) + sp.kron(sx, cut(Vx))).tocsr()
    S = dict(H=H, J=(sp.kron(np.eye(2), cut(L)) + sp.kron(sy / 2, one)).tocsr(),
             sx=sp.kron(sx, one).tocsr(), sy=sp.kron(sy, one).tocsr(), sz=sp.kron(sz, one).tocsr())
    par = np.array([(-1) ** sum(states[i][1::2]) for i in keep])
    R = np.concatenate([par, -par])
    ev, od = np.where(R > 0)[0], np.where(R < 0)[0]
    assert abs(H[ev][:, od]).max() < 1e-11
    for name, idx in (("even", ev), ("odd", od)):
        block = H[idx][:, idx]
        if len(idx) < 1500:
            e, v = np.linalg.eigh(block.toarray())
        else:
            e, v = eigsh(block, k=nlev, which="SA", v0=rng.normal(size=len(idx)), tol=1e-12)
            order = np.argsort(e); e, v = e[order], v[:, order]
        full = np.zeros((H.shape[0], nlev)); full[idx] = v[:, :nlev]
        S["E" + name], S["V" + name] = e[:nlev], full
    return S

def ham(S, lev=0):
    """p, q from sz, q from sx, j; partner sign fixed so that both q have one sign."""
    th, ep = S["Veven"][:, lev], S["Vodd"][:, lev]
    qz = th @ (S["sz"] @ th); qx = th @ (S["sx"] @ ep)
    s = np.sign(qz * qx) if abs(qz) > 1e-8 else 1.0
    return (1j * s * (th @ (S["sy"] @ ep))).real, qz, s * qx, (1j * s * (th @ (S["J"] @ ep))).real

def chain(k, j, nlev=1, size=800):
    """Tridiagonal block of fixed j > 0: energies and weights A."""
    m = int(round(j - 0.5)); n = np.arange(size)
    off = np.where(n[:-1] % 2 == 0, np.sqrt(m + 1 + n[:-1] / 2), np.sqrt((n[:-1] + 1) / 2))
    e, v = eigh_tridiagonal(m + n + 1.0, k * off, select="i", select_range=(0, nlev - 1))
    return e, (v[0::2] ** 2).sum(axis=0)

def grid(k, h=0.01):
    r = (np.arange(int((k + 8) / h)) + 0.5) * h
    return r, 1 / h**2 + r**2 / 2, -(r[:-1] + h / 2) / (2 * h**2 * np.sqrt(r[:-1] * r[1:]))

def radial_pair(k, j):
    r, dg, off = grid(k)
    T = lambda m: sp.diags([off, dg + m**2 / (2 * r**2), off], [-1, 0, 1])
    C = sp.diags(k * r)
    Hr = sp.bmat([[T(j - 0.5), C], [C, T(j + 0.5)]], format="csc")
    e, v = eigsh(Hr, k=1, sigma=-k**2 / 2 - 1, v0=np.concatenate([np.ones(len(r)), -np.ones(len(r))]))
    return e[0], (v[:len(r), 0] ** 2).sum()

def one_sheet(k, c):
    """Lowest level on rho^2/2 - k rho with angular term c/(2 rho^2)."""
    r, dg, off = grid(k)
    return eigh_tridiagonal(dg - k * r + c / (2 * r**2), off, select="i", select_range=(0, 0))[0][0]

def berry(cx, cy, radius, k, g=0.0, n=3000):
    vecs = []
    for t in np.linspace(0, 2 * np.pi, n, endpoint=False):
        X, Y = cx + radius * np.cos(t), cy + radius * np.sin(t)
        W = (k * X + g * (X * X - Y * Y)) * sz + (k * Y - 2 * g * X * Y) * sx
        vecs.append(np.linalg.eigh(W)[1][:, 0] * np.exp(2j * np.pi * rng.random()))
    prod = 1
    for i in range(n):
        prod *= np.vdot(vecs[i], vecs[(i + 1) % n])
    return abs(np.angle(prod))

# symbolic properties of the lower adiabatic state and of the radial substitution
ph, rr = sym.symbols("phi r", positive=True)
u = sym.Matrix([-sym.sin(ph / 2), sym.cos(ph / 2)])
Wm = sym.Matrix([[sym.cos(ph), sym.sin(ph)], [sym.sin(ph), -sym.cos(ph)]])
for expr in list(Wm * u + u):
    assert max(abs(float(expr.subs(ph, t))) for t in (0.3, 1.9, 4.4, 6.0)) < 1e-14
assert sym.simplify(u.subs(ph, ph + 2 * sym.pi) + u) == sym.zeros(2, 1)
assert sym.simplify(u.diff(ph, 2) + u / 4) == sym.zeros(2, 1)
assert sym.simplify((u.T * u.diff(ph))[0]) == 0
v1 = sym.exp(sym.I * ph / 2) * u
assert sym.simplify(sym.I * (v1.H * v1.diff(ph))[0] + sym.Rational(1, 2)) == 0
gf = sym.Function("g")(rr); ff = gf / sym.sqrt(rr)
assert sym.simplify(sym.sqrt(rr) * (ff.diff(rr, 2) + ff.diff(rr) / rr)
                    - gf.diff(rr, 2) - gf / (4 * rr**2)) == 0

# worked example: surface in physical units
M, om, F, pert = 25000.0, 1e-3, 1e-2, 1e-5
k0 = F / np.sqrt(M * om**3); ell = 1 / np.sqrt(M * om); EJT = k0**2 * om / 2
low = lambda z: (0.5 * M * om**2 * (z @ z) + np.linalg.eigvalsh(F * (z[0] * sz + z[1] * sx))[0]) / om
z0 = minimize(low, np.array([0.15, 0.07]), method="BFGS", options={"gtol": 1e-7}).x
assert abs(np.hypot(*z0) - k0 * ell) < 1e-6 and abs(low(z0) * om + EJT) < 1e-12
hh = 1e-4; I2 = np.eye(2) * hh
Hess = np.array([[(low(z0 + a + b) - low(z0 + a - b) - low(z0 - a + b) + low(z0 - a - b)) / (4 * hh**2)
                  for b in I2] for a in I2]) * om / (M * om**2)
curv = np.linalg.eigvalsh(Hess)
assert np.allclose(curv, [0, 1], atol=1e-4)
g0 = 0.1
b_in, b_off = berry(0.3, -0.2, 2, k0), berry(3, 0, 1, k0)
b_gs, b_gl = berry(0, 0, 2, k0, g0), berry(0, 0, 1.5 * k0 / g0, k0, g0)
assert abs(b_in - np.pi) < 1e-8 and b_off < 1e-8 and abs(b_gs - np.pi) < 1e-8 and b_gl < 1e-8

# Cartesian diagonalization against the chain of fixed j
table = []
for k in (0.5, 1.0, k0, 3.0):
    S = cartesian([1.0], [k], 32, nlev=10)
    assert abs(S["H"] @ S["J"] - S["J"] @ S["H"]).max() < 1e-10
    levels = sorted((e, m + 0.5, n, A) for m in range(12)
                    for n, (e, A) in enumerate(zip(*chain(k, m + 0.5, 10, 200))))[:10]
    assert np.allclose(S["Eeven"], S["Eodd"], atol=1e-10)
    assert np.allclose(S["Eeven"], [l[0] for l in levels], atol=1e-7)
    p, qz, qx, j = ham(S)
    assert abs(j - 0.5) < 1e-9 and abs(qz - qx) < 1e-9
    assert abs(qz - (1 + p) / 2) < 1e-9 and abs(qz - levels[0][3]) < 1e-8
    table.append((k, S["Eeven"][0], p, qz))
    if k == k0:
        S0, lev0 = S, levels
rows0 = []
for i, (e, j, n, A) in enumerate(lev0[:8]):
    p, qz, qx, jj = ham(S0, i)
    assert abs(abs(jj) - j) < 1e-7 and abs(p * np.sign(jj) - (2 * A - 1)) < 1e-7
    if j == 0.5:
        assert jj > 0 and abs(qz - (1 + p) / 2) < 1e-7
    else:
        assert abs(qz) < 1e-8 and abs(qx) < 1e-8
    rows0.append((e, j, n, p * np.sign(jj), abs(qz)))
assert sum(r[1] == 0.5 for r in rows0) >= 2
for k in (0.1, 0.7, 1.5, 2.0, 4.0, 8.0):
    assert np.all(np.diff([chain(k, m + 0.5, 1, 300)[0][0] for m in range(8)]) > 1e-3)
p0, q0 = ham(S0)[:2]; E0 = lev0[0][0]; A0 = lev0[0][3]
for j in (0.5, 1.5):                                # grid error is of order h^2 = 1e-4 times 0.1
    er, Ar = radial_pair(k0, j); ec, Ac = chain(k0, j)
    assert abs(er - ec[0]) < 5e-5 and abs(Ar - Ac[0]) < 5e-5

# exact splittings under small perturbations; third-order terms are below 1 percent
split = {}
for name, fac in (("sy", p0), ("sz", q0)):
    e = np.linalg.eigvalsh((S0["H"] + pert / om * S0[name]).toarray())
    split[name] = (e[1] - e[0]) * om
    assert abs(split[name] / (2 * fac * pert) - 1) < 1e-2

# weak coupling: k^4 coefficients, next order is k^2 = 4e-4 times a modest number
kw = 0.02; Sw = cartesian([1.0], [kw], 8); pw, qw = ham(Sw)[:2]
cw = ((Sw["Eeven"][0] - 1 + kw**2) / kw**4, (pw - 1 + 2 * kw**2) / kw**4, (qw - 1 + kw**2) / kw**4)
assert np.allclose(cw, [0.5, 4, 2], atol=0.02)

# strong coupling: Richardson extrapolation in 1/k^2 from k = 10 and 20
rich = lambda f: (4 * f(20.0) - f(10.0)) / 3
for j in (0.5, 1.5):
    for n in (0, 1):
        c = rich(lambda k: k**4 * (chain(k, j, 2)[0][n] + k**2 / 2 - n - 0.5 - j**2 / (2 * k**2)))
        assert abs(c / (1.5 * j**2 * (n + 0.5)) - 1) < 1e-2
cp = rich(lambda k: k**2 * (4 * k**4 * (2 * chain(k, 0.5)[1][0] - 1) - 1))
assert abs(cp - 3) < 0.03
ks_ = 10.0
ej = [chain(ks_, j)[0][0] for j in (0.5, 1.5, 2.5)]; em = [one_sheet(ks_, m**2) for m in (0, 1, 2)]
r_jt = (ej[1] - ej[0]) / (ej[2] - ej[0]); r_sc = (em[1] - em[0]) / (em[2] - em[0])
assert abs(r_jt - 1 / 3) < 2e-3 and abs(r_sc - 1 / 4) < 2e-3
assert abs(one_sheet(6.0, 0.5) - chain(6.0, 0.5)[0][0]) < 2e-5
Ead = one_sheet(k0, 0.5)
assert Ead > E0 + 1e-4

# cases where the relation fails, and equal frequencies where it survives
Sg = cartesian([1.0], [k0], 36, g=g0); pg, qg, qgx, _ = ham(Sg)
assert abs(Sg["Eeven"][0] - Sg["Eodd"][0]) < 1e-9 and abs(qg - qgx) < 1e-8
assert abs(Sg["H"] @ Sg["J"] - Sg["J"] @ Sg["H"]).max() > 0.1 and (1 + pg) / 2 - qg > 1e-4
pe, qe = ham(cartesian([1.0, 1.0], [1.0, 1.0], 14))[:2]
assert abs(qe - (1 + pe) / 2) < 1e-8 and abs(qe - chain(np.sqrt(2), 0.5)[1][0]) < 1e-6
pu, qu, qux, ju = ham(cartesian([1.0, 3.0], [1.0, 1.0], 14))
assert abs(ju - 0.5) < 1e-7 and abs(qu - qux) < 1e-7 and (1 + pu) / 2 - qu > 1e-4
kt = 0.03; pt, qt = ham(cartesian([1.0, 3.0], [kt, kt], 6))[:2]
r_two = ((1 + pt) / 2 - qt) / (kt**4 * ((3 - 1) / (3 + 1)) ** 2)
assert abs(r_two - 1) < 0.03

meV = pc["Hartree energy in eV"][0] * 1e3; ang = pc["Bohr radius"][0] * 1e10
print(f"M = {M:.0f} m_e, omega = {om:.4f} Ha = {om*meV:.2f} meV, F = {F:.3f} Ha/bohr")
print(f"length unit 1/sqrt(M omega) = {ell:.4f} bohr, k = {k0:.4f}")
print(f"E_JT = {-low(z0)*om*1e3:.4f} mHa = {-low(z0)*om*meV:.2f} meV, E_JT/omega = {EJT/om:.4f}")
print(f"trough radius = {np.hypot(*z0):.4f} bohr = {np.hypot(*z0)*ang:.4f} angstrom")
print(f"vertical gap at trough = {2*F*np.hypot(*z0)*1e3:.4f} mHa")
print(f"curvatures / (M omega^2): {abs(curv[0]):.4f}, {curv[1]:.4f}")
print(f"Berry phase/pi: around origin {b_in/np.pi:.6f}, beside origin {b_off/np.pi:.6f}")
print(f"g = {g0}: phase/pi at rho = 2: {b_gs/np.pi:.6f}, at rho = {1.5*k0/g0:.0f}: {b_gl/np.pi:.6f}")
print("lowest doublets at k = 2: E (mHa), |j|, n, <sy> at +j, |q|")
for e, j, n, p, q in rows0:
    print(f"  {e*om*1e3:9.5f}  {int(2*j)}/2  {n}  {p:8.5f}  {q:7.5f}")
print(f"ground energy = {E0*om*1e3:.5f} mHa = {E0*om*meV:.3f} meV")
E32 = chain(k0, 1.5)[0][0]
print(f"E(3/2) - E(1/2) = {(E32-E0)*om*1e3:.5f} mHa = {(E32-E0)*om*meV:.3f} meV")
print(f"rigid ring estimate omega/k^2 = {om/k0**2*1e3:.5f} mHa")
print(f"ground energy, one adiabatic sheet = {Ead*om*1e3:.4f} mHa")
Ea2 = -k0**2 / 2 + 0.5 + 0.125 / k0**2
print(f"asymptotic energy to k^-2 = {Ea2*om*1e3:.5f} mHa, to k^-4 = {(Ea2+3/(16*k0**4))*om*1e3:.5f} mHa")
print(f"A = {A0:.6f}, B = {1-A0:.6f} (chain)")
print(f"p = {p0:.6f}, q = {q0:.6f}, (1+p)/2 = {(1+p0)/2:.6f} (Cartesian)")
print(f"asymptotic p: 1/(4k^4) = {1/(4*k0**4):.5f}, with (1+3/k^2): {(1+3/k0**2)/(4*k0**4):.5f}")
print(f"perturbation size = {pert*1e6:.1f} microHa, bare splitting = {2*pert*1e6:.1f} microHa")
print(f"sy splitting: exact {split['sy']*1e6:.4f}, 2 p lambda {2*p0*pert*1e6:.4f} microHa")
print(f"sz splitting: exact {split['sz']*1e6:.4f}, 2 q delta {2*q0*pert*1e6:.4f} microHa")
print("ground doublet: k, E_JT/omega, E/omega, p, q")
for k, e, p, q in table:
    print(f"  {k:.1f}  {k*k/2:.3f}  {e:9.6f}  {p:.6f}  {q:.6f}")
for k in (5.0, 10.0):
    e, A = chain(k, 0.5)
    print(f"  {k:.1f}  {k*k/2:.3f}  {e[0]:9.6f}  {2*A[0]-1:.4e}  {A[0]:.6f} (chain)")
print(f"k^4 coefficients at k = {kw}: E {cw[0]:.3f}, p {cw[1]:.3f}, q {cw[2]:.3f}")
print(f"extrapolated c in p = (1 + c/k^2)/(4k^4): {cp:.3f}")
print(f"spacing ratio at k = {ks_:.0f}: Jahn-Teller {r_jt:.4f}, scalar hat {r_sc:.4f}")
print(f"k = 2, g = {g0}: p = {pg:.5f}, q = {qg:.5f}, (1+p)/2 - q = {(1+pg)/2-qg:.5f}")
print(f"two modes k1 = k2 = 1, equal omega: p = {pe:.5f}, q = {qe:.5f}, (1+p)/2 = {(1+pe)/2:.5f}")
print(f"omega2 = 3 omega1: p = {pu:.4f}, q = {qu:.4f}, (1+p)/2 - q = {(1+pu)/2-qu:.4f}")
print(f"two modes k1 = k2 = {kt}: deficit / lowest-order formula = {r_two:.4f}")
print("all tests passed")
```

Printed output:

```
M = 25000 m_e, omega = 0.0010 Ha = 27.21 meV, F = 0.010 Ha/bohr
length unit 1/sqrt(M omega) = 0.2000 bohr, k = 2.0000
E_JT = 2.0000 mHa = 54.42 meV, E_JT/omega = 2.0000
trough radius = 0.4000 bohr = 0.2117 angstrom
vertical gap at trough = 8.0000 mHa
curvatures / (M omega^2): 0.0000, 1.0000
Berry phase/pi: around origin 1.000000, beside origin 0.000000
g = 0.1: phase/pi at rho = 2: 1.000000, at rho = 30: 0.000000
lowest doublets at k = 2: E (mHa), |j|, n, <sy> at +j, |q|
   -1.44574  1/2  0   0.03955  0.51977
   -1.15966  3/2  0   0.05258  0.00000
   -0.74090  5/2  0   0.05525  0.00000
   -0.36444  1/2  1   0.11105  0.55552
   -0.24329  7/2  0   0.05520  0.00000
    0.05550  3/2  1   0.09020  0.00000
    0.30791  9/2  0   0.05427  0.00000
    0.56561  5/2  1   0.07917  0.00000
ground energy = -1.44574 mHa = -39.341 meV
E(3/2) - E(1/2) = 0.28608 mHa = 7.785 meV
rigid ring estimate omega/k^2 = 0.25000 mHa
ground energy, one adiabatic sheet = -1.4341 mHa
asymptotic energy to k^-2 = -1.46875 mHa, to k^-4 = -1.45703 mHa
A = 0.519773, B = 0.480227 (chain)
p = 0.039547, q = 0.519773, (1+p)/2 = 0.519773 (Cartesian)
asymptotic p: 1/(4k^4) = 0.01562, with (1+3/k^2): 0.02734
perturbation size = 10.0 microHa, bare splitting = 20.0 microHa
sy splitting: exact 0.7909, 2 p lambda 0.7909 microHa
sz splitting: exact 10.3921, 2 q delta 10.3955 microHa
ground doublet: k, E_JT/omega, E/omega, p, q
  0.5  0.125   0.773787  0.662684  0.831342
  1.0  0.500   0.233031  0.297017  0.648509
  2.0  2.000  -1.445743  0.039547  0.519773
  3.0  4.500  -3.982885  0.004851  0.502426
  5.0  12.500  -11.994670  4.5545e-04  0.500228 (chain)
  10.0  50.000  -49.498731  2.5775e-05  0.500013 (chain)
k^4 coefficients at k = 0.02: E 0.500, p 3.996, q 1.998
extrapolated c in p = (1 + c/k^2)/(4k^4): 2.999
spacing ratio at k = 10: Jahn-Teller 0.3335, scalar hat 0.2501
k = 2, g = 0.1: p = 0.01842, q = 0.50638, (1+p)/2 - q = 0.00283
two modes k1 = k2 = 1, equal omega: p = 0.13721, q = 0.56861, (1+p)/2 = 0.56861
omega2 = 3 omega1: p = 0.1412, q = 0.5538, (1+p)/2 - q = 0.0168
two modes k1 = k2 = 0.03: deficit / lowest-order formula = 0.9942
all tests passed
```
